# Axial Channelling Flux from Accessible Area in Transverse Equilibrium: a numerical check

```python
"""Axial ion channelling at zero incidence angle.
Result under test: in transverse statistical equilibrium the relative flux is
    F(r) = ln(A0 / A(U(r))),
U = continuum potential, A0 = cell area, A(E) = area per cell with U <= E.
Also tested: its limits near a string and at the channel centre, a flat
potential floor, and wells that are not equivalent.
Hartree atomic units: lengths in bohr, energies in hartree.
"""
import numpy as np
from scipy import constants, ndimage
from scipy.special import k0
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

rng = np.random.default_rng(12345)
MASS = constants.physical_constants["proton-electron mass ratio"][0]
BOHR = constants.physical_constants["Bohr radius"][0]
Z_ION, Z_ATOM = 1, 14
SPACING = 7.0          # atom spacing along a string
SIDE = 5.0             # side of the square cell of strings
U_RMS = 0.15           # thermal rms displacement per direction
BEAM_ENERGY = 40000.0
SCREEN = (9*np.pi**2/128)**(1/3) * Z_ATOM**(-1/3)
WEIGHTS = (0.10, 0.55, 0.35)     # Moliere screening function
DECAYS = (6.0, 1.2, 0.3)
AREA = SIDE**2


def fields(lx, ly, nx, ny, strings):
    """Thermally averaged potential, its gradient and its Laplacian."""
    gx = 2*np.pi*np.fft.fftfreq(nx, lx/nx)[:, None]
    gy = 2*np.pi*np.fft.fftfreq(ny, ly/ny)[None, :]
    g2 = gx**2 + gy**2
    coef = sum(w*2*np.pi/(g2 + (b/SCREEN)**2)
               for w, b in zip(WEIGHTS, DECAYS))
    coef = coef*2*Z_ION*Z_ATOM/SPACING/(lx*ly)*np.exp(-g2*U_RMS**2/2)
    coef = coef*sum(np.exp(-1j*(gx*x + gy*y)) for x, y in strings)

    def inverse(c):
        return np.fft.ifft2(c).real*nx*ny
    return (inverse(coef), inverse(1j*gx*coef), inverse(1j*gy*coef),
            inverse(-g2*coef))


# ---- potential and accessible area on a fine grid
N = 1000
pot, _, _, laplacian = fields(SIDE, SIDE, N, N, [(0, 0)])
sorted_pot = np.sort(pot.ravel())


def accessible(energy):
    return AREA*np.searchsorted(sorted_pot, energy, side="right")/N**2


rank = np.empty(N*N)
rank[np.argsort(pot.ravel())] = np.arange(N*N) + 0.5
flux = -np.log(rank/N**2).reshape(N, N)

# Real-space string sum with Gaussian quadrature over thermal displacement
nodes, wts = np.polynomial.hermite.hermgauss(12)
direct_centre = 0.0
for xn, wx in zip(nodes, wts):
    for yn, wy in zip(nodes, wts):
        shifts = (np.arange(-7, 8) + 0.5)*SIDE
        dist = np.hypot(shifts[:, None] + np.sqrt(2)*U_RMS*xn,
                        shifts[None, :] + np.sqrt(2)*U_RMS*yn)
        string_sum = sum(w*k0(b*dist/SCREEN).sum()
                         for w, b in zip(WEIGHTS, DECAYS))
        direct_centre += wx*wy/np.pi*2*Z_ION*Z_ATOM/SPACING*string_sum
centre_pot = pot[N//2, N//2]
assert abs(direct_centre/centre_pot - 1) < 1e-5
assert abs(pot.min() - centre_pot) < 1e-9

print("screening length (bohr):", f"{SCREEN:.4f}")
print("cell area A0 (bohr^2):", f"{AREA:.1f}")
print("potential at centre, Fourier (hartree):", f"{centre_pot:.5f}")
print("potential at centre, real space (hartree):", f"{direct_centre:.5f}")
print("potential on string (hartree):", f"{pot.max():.3f}")
print("x, y (bohr) | U (hartree) | A (bohr^2) | F")
for x, y in [(0.5, 0.5), (1, 1), (1.5, 1.5), (2, 2), (2.25, 2.25), (2.5, 0)]:
    value = pot[round(x/SIDE*N), round(y/SIDE*N)]
    area_here = accessible(value + 1e-12)
    print(f"{x:.2f}, {y:.2f} | {value:.4f} | {area_here:.3f} | "
          f"{np.log(AREA/area_here):.4f}")

# ---- momentum-space weight of an energy shell (narrow Gaussian for delta)
momentum = np.linspace(0, 80, 400001)
dp = momentum[1] - momentum[0]
shell_2d, shell_1d = [], []
for kinetic in (0.1, 0.4):
    width = 0.002
    delta = np.exp(-(kinetic - momentum**2/(2*MASS))**2/(2*width**2))
    delta /= width*np.sqrt(2*np.pi)
    shell_2d.append(np.sum(2*np.pi*momentum*delta)*dp)
    shell_1d.append(np.sum(2*delta)*dp)
assert abs(shell_2d[0]/(2*np.pi*MASS) - 1) < 1e-4
assert abs(shell_2d[1]/shell_2d[0] - 1) < 1e-4
assert abs(shell_1d[0]/shell_1d[1] - 2) < 0.01
print("shell weight ratio, kinetic 0.1 to 0.4 hartree, 2D:",
      f"{shell_2d[0]/shell_2d[1]:.4f}")
print("same ratio in 1D:", f"{shell_1d[0]/shell_1d[1]:.4f}")

# ---- periodic cubic splines for sampling and trajectories
M = 200
coarse = fields(SIDE, SIDE, M, M, [(0, 0)])[:3]
splines = [ndimage.spline_filter(f, order=3, mode="grid-wrap") for f in coarse]


def at(spline, position):
    return ndimage.map_coordinates(spline, position*(M/SIDE), order=3,
                                   mode="grid-wrap", prefilter=False)


def redistribute(count, floor):
    """Move each entry point to a random point allowed at its energy."""
    final = rng.random((2, count))*SIDE
    energy = np.maximum(at(splines[0], final), floor)
    waiting = np.arange(count)
    for _ in range(2000):
        trial = rng.random((2, waiting.size))*SIDE
        allowed = np.maximum(at(splines[0], trial), floor) <= energy[waiting]
        final[:, waiting[allowed]] = trial[:, allowed]
        waiting = waiting[~allowed]
        if waiting.size == 0:
            break
    # the few left over have tiny allowed areas and stay where they entered
    return final


def in_disc(x, y, centre, radius):
    dx = (x - centre[0] + SIDE/2) % SIDE - SIDE/2
    dy = (y - centre[1] + SIDE/2) % SIDE - SIDE/2
    return dx**2 + dy**2 < radius**2


SAMPLES = 200000
axis = np.arange(N)*SIDE/N
points = redistribute(SAMPLES, -np.inf)
print("disc-averaged flux: sampled | formula")
for name, centre, radius in [("centre, radius 0.5 bohr", (2.5, 2.5), 0.5),
                             ("saddle, radius 0.5 bohr", (2.5, 0.0), 0.5),
                             ("string, radius 1.0 bohr", (0.0, 0.0), 1.0)]:
    disc = in_disc(axis[:, None], axis[None, :], centre, radius)
    expected = flux[disc].mean()
    uniform_count = SAMPLES*disc.mean()
    sampled = in_disc(*points, centre, radius).sum()/uniform_count
    assert abs(sampled - expected) < 5*np.sqrt(expected/uniform_count)
    print(f"{name}: {sampled:.4f} | {expected:.4f}")

# ---- flat floor covering a fraction of the cell
FLOOR_FRACTION = 0.3
floor_level = np.quantile(sorted_pot, FLOOR_FRACTION)
points = redistribute(SAMPLES, floor_level)
disc_fraction = np.pi*0.5**2/AREA
floor_flux = in_disc(*points, (2.5, 2.5), 0.5).mean()/disc_fraction
floor_formula = 1 - np.log(FLOOR_FRACTION)
assert abs(floor_flux - floor_formula) < 5*np.sqrt(
    floor_formula/(SAMPLES*disc_fraction))
print("flat floor, fraction of cell:", FLOOR_FRACTION)
print("flux on floor, sampled | formula:",
      f"{floor_flux:.4f} | {floor_formula:.4f}")

# ---- close encounters with thermally displaced atoms
dx = (axis + SIDE/2) % SIDE - SIDE/2
atom_density = np.exp(-(dx[:, None]**2 + dx[None, :]**2)/(2*U_RMS**2))
encounter = np.sum(flux*atom_density)/atom_density.sum()
encounter_formula = 2*np.pi*U_RMS**2/AREA
assert abs(encounter/encounter_formula - 1) < 0.02
print("close-encounter probability, integral | formula:",
      f"{encounter:.6f} | {encounter_formula:.6f}")

# ---- small incidence angle removes the central divergence
curvature = laplacian[N//2, N//2]/2
print("central curvature k (hartree/bohr^2):", f"{curvature:.5f}")
print("angle (rad) | added energy (hartree) | central flux | limit formula")
for angle, tolerance in [(2e-4, 0.15), (1e-4, 0.05)]:
    added = BEAM_ENERGY*angle**2
    central = np.mean(AREA/accessible(sorted_pot + added))
    limit = np.log(AREA*curvature/(2*np.pi*added))
    assert abs(central - limit) < tolerance
    print(f"{angle:.0e} | {added:.5f} | {central:.4f} | {limit:.4f}")

# ---- two inequivalent wells: connected area replaces total area
LX, LY, NX, NY = 10.0, 5.0, 400, 200
pair_pot = fields(LX, LY, NX, NY, [(0, 0), (4.5, 0)])[0]
seed = (90, 120)                  # point (2.25, 3.00) in the narrow well


def component(mask):
    """Part of mask connected to the seed, with periodic boundaries."""
    labels, count = ndimage.label(mask)
    first = np.concatenate([labels[0], labels[:, 0]])
    last = np.concatenate([labels[-1], labels[:, -1]])
    joined = (first > 0) & (last > 0)
    graph = coo_matrix((np.ones(joined.sum()), (first[joined], last[joined])),
                       shape=(count + 1, count + 1))
    group = connected_components(graph, directed=False)[1]
    return mask & (group[labels] == group[labels[seed]])


seed_pot = pair_pot[seed]
levels = np.quantile(pair_pot[pair_pot >= seed_pot], np.linspace(0, 1, 401))
shell_flux = 0.0
for low, high in zip(levels[:-1], levels[1:]):
    region = component(pair_pot <= high)
    entries = np.sum(region & (pair_pot > low))
    shell_flux += entries/(region.sum() - entries/2)
saddle = pair_pot[90:291, NY//2].max()
assert seed_pot < saddle
cell_point = LX*LY/(NX*NY)
area_local = component(pair_pot <= seed_pot).sum()*cell_point
area_well = component(pair_pot < saddle*(1 - 1e-9)).sum()*cell_point
area_merged = component(pair_pot <= saddle*(1 + 1e-9)).sum()*cell_point
area_total = np.sum(pair_pot <= seed_pot)*cell_point
well_formula = np.log(LX*LY/area_merged) + np.log(area_well/area_local)
naive = np.log(LX*LY/area_total)
assert abs(shell_flux - well_formula) < 0.02
assert abs(shell_flux - naive) > 0.1
print("unequal wells: cell area (bohr^2):", f"{LX*LY:.1f}")
print("local U, saddle U (hartree):", f"{seed_pot:.4f}, {saddle:.4f}")
print("areas local, well, merged, total at local U (bohr^2):",
      f"{area_local:.3f}, {area_well:.3f}, {area_merged:.3f}, {area_total:.3f}")
print("flux, shell sum | connected formula | total-area formula:",
      f"{shell_flux:.4f} | {well_formula:.4f} | {naive:.4f}")

# ---- Newtonian trajectories; second half has random velocity rotations
PER_SIDE, STEPS, DISCARD, DT = 36, 5000, 1500, 2.0
count = PER_SIDE**2
i, j = np.divmod(np.arange(count), PER_SIDE)
start = (np.array([i, j]) + rng.random((2, count)))*SIDE/PER_SIDE
position = np.concatenate([start, start], axis=1)
velocity = np.zeros_like(position)
initial_energy = at(splines[0], position)


def acceleration(p):
    return -np.array([at(splines[1], p), at(splines[2], p)])/MASS


edges = np.array([0, 0.1, 0.3, 0.6, 1.0])
thresholds = np.quantile(sorted_pot, edges[1:-1])
visits = np.zeros((2, 4))
acc = acceleration(position)
for step in range(1, STEPS + 1):
    velocity += acc*DT/2
    position += velocity*DT
    acc = acceleration(position)
    velocity += acc*DT/2
    if step % 100 == 0:
        turn = rng.random(count)*2*np.pi
        vx, vy = velocity[:, count:].copy()
        velocity[0, count:] = vx*np.cos(turn) - vy*np.sin(turn)
        velocity[1, count:] = vx*np.sin(turn) + vy*np.cos(turn)
    if step > DISCARD and step % 10 == 0:
        zone = np.searchsorted(thresholds, at(splines[0], position))
        visits[0] += np.bincount(zone[:count], minlength=4)
        visits[1] += np.bincount(zone[count:], minlength=4)
final_energy = at(splines[0], position) + MASS*np.sum(velocity**2, axis=0)/2
energy_error = np.mean(np.abs(final_energy - initial_energy))
assert energy_error < 0.01
visits /= visits.sum(axis=1, keepdims=True)
cumulative = np.array([0.0] + [s - s*np.log(s) for s in edges[1:]])
predicted = np.diff(cumulative)
assert np.max(np.abs(visits[1] - predicted)) < 0.03
speed = np.sqrt(2*BEAM_ENERGY/MASS)
print("trajectories per run:", count)
print("mean energy error (hartree):", f"{energy_error:.1e}")
print("depth discarded, final depth (bohr):",
      f"{speed*DISCARD*DT:.0f}, {speed*STEPS*DT:.0f}")
print("final depth (micrometre):", f"{speed*STEPS*DT*BOHR*1e6:.2f}")
print("A/A0 range | ion fraction: no mixing | mixing | formula")
for n in range(4):
    print(f"{edges[n]:.1f}-{edges[n+1]:.1f} | {visits[0, n]:.4f} | "
          f"{visits[1, n]:.4f} | {predicted[n]:.4f}")

print("every check passed")
```

Output:

```
screening length (bohr): 0.3673
cell area A0 (bohr^2): 25.0
potential at centre, Fourier (hartree): 0.23251
potential at centre, real space (hartree): 0.23251
potential on string (hartree): 5.226
x, y (bohr) | U (hartree) | A (bohr^2) | F
0.50, 0.50 | 1.4063 | 23.429 | 0.0649
1.00, 1.00 | 0.5811 | 18.673 | 0.2918
1.50, 1.50 | 0.3390 | 8.792 | 1.0450
2.00, 2.00 | 0.2536 | 1.674 | 2.7036
2.25, 2.25 | 0.2375 | 0.399 | 4.1389
2.50, 0.00 | 0.3449 | 9.570 | 0.9602
shell weight ratio, kinetic 0.1 to 0.4 hartree, 2D: 1.0000
same ratio in 1D: 2.0003
disc-averaged flux: sampled | formula
centre, radius 0.5 bohr: 4.4584 | 4.4605
saddle, radius 0.5 bohr: 0.8779 | 0.8950
string, radius 1.0 bohr: 0.0673 | 0.0656
flat floor, fraction of cell: 0.3
flux on floor, sampled | formula: 2.1763 | 2.2040
close-encounter probability, integral | formula: 0.005687 | 0.005655
central curvature k (hartree/bohr^2): 0.07771
angle (rad) | added energy (hartree) | central flux | limit formula
2e-04 | 0.00160 | 5.2789 | 5.2640
1e-04 | 0.00040 | 6.6552 | 6.6503
unequal wells: cell area (bohr^2): 50.0
local U, saddle U (hartree): 0.2851, 0.3482
areas local, well, merged, total at local U (bohr^2): 0.928, 5.604, 19.541, 9.686
flux, shell sum | connected formula | total-area formula: 2.7342 | 2.7377 | 1.6414
trajectories per run: 1296
mean energy error (hartree): 2.4e-04
depth discarded, final depth (bohr): 19802, 66007
final depth (micrometre): 3.49
A/A0 range | ion fraction: no mixing | mixing | formula
0.0-0.1 | 0.3259 | 0.3314 | 0.3303
0.1-0.3 | 0.3152 | 0.3306 | 0.3309
0.3-0.6 | 0.2548 | 0.2455 | 0.2453
0.6-1.0 | 0.1041 | 0.0926 | 0.0935
every check passed
```
